# Quantum capacitance from particle-number fluctuations

**Result.** Let noninteracting electrons occupy one-electron levels that are fixed by a given electrostatic potential $\phi$, and let them exchange particles with a reservoir at temperature $T$ and electrochemical potential $\mu$. Their quantum capacitance is

$$C_Q\equiv e^2\left(\frac{\partial\langle N\rangle}{\partial\mu}\right)_{T,\phi}=\frac{e^2\,\mathrm{Var}(N)}{kT},\qquad \mathrm{Var}(N)=\langle N^2\rangle-\langle N\rangle^2 .\tag{1}$$

Here $e>0$, $N$ is the number of electrons in the whole system, and $T>0$. The size and shape of the system are held fixed.

## The definition and its signs

The electronic charge is $Q=-eN$, and a terminal at voltage $V$ has $\mu=-eV$ up to a constant. At fixed $\phi$, therefore, $dQ=-e\,dN$ and $dV=-d\mu/e$, so that

$$\left(\frac{\partial Q}{\partial V}\right)_\phi=\frac{-e\,dN}{-d\mu/e}=e^2\left(\frac{\partial\langle N\rangle}{\partial\mu}\right)_\phi=C_Q .\tag{2}$$

The two minus signs cancel, and $C_Q$ is the charge stored per volt when the levels stand still and the filling changes.

The same quantity describes the opposite experiment. A uniform potential $\phi$ moves every level from $\varepsilon_i$ to $\varepsilon_i-e\phi$. Occupations depend on level energy minus $\mu$, that is, on $\varepsilon_i-(\mu+e\phi)$. Hence $\langle N\rangle$ is a function of $\mu+e\phi$ alone, and

$$\left(\frac{\partial\langle N\rangle}{\partial\phi}\right)_\mu=e\left(\frac{\partial\langle N\rangle}{\partial\mu}\right)_\phi
\quad\Rightarrow\quad C_Q=e\left(\frac{\partial\langle N\rangle}{\partial\phi}\right)_\mu=-\left(\frac{\partial Q}{\partial\phi}\right)_\mu .\tag{3}$$

## Derivation from the grand partition function

Let $H$ be the Hamiltonian at the given potential. It commutes with $N$, so states can be sorted by particle number. With $Z_N$ the canonical partition function of $N$ electrons,

$$\Xi=\mathrm{Tr}\,e^{-(H-\mu N)/kT}=\sum_N e^{\mu N/kT}Z_N,\qquad P(N)=\frac{e^{\mu N/kT}Z_N}{\Xi}.\tag{4}$$

Because the potential is fixed, $Z_N$ does not depend on $\mu$. Differentiation then acts on the exponential alone and brings down a factor $N/kT$:

$$\frac{\partial\Xi}{\partial\mu}=\frac{1}{kT}\sum_N N e^{\mu N/kT}Z_N
\quad\Rightarrow\quad \langle N\rangle=kT\,\frac{1}{\Xi}\frac{\partial\Xi}{\partial\mu}.\tag{5}$$

A second derivative brings down another factor, so $\partial^2\Xi/\partial\mu^2=\Xi\langle N^2\rangle/(kT)^2$. The quotient rule applied to (5) gives

$$\frac{\partial\langle N\rangle}{\partial\mu}=kT\left[\frac{1}{\Xi}\frac{\partial^2\Xi}{\partial\mu^2}-\left(\frac{1}{\Xi}\frac{\partial\Xi}{\partial\mu}\right)^2\right]
=\frac{\langle N^2\rangle-\langle N\rangle^2}{kT}.\tag{6}$$

Multiplication by $e^2$ is equation (1). It may also be read as $\mathrm{Var}(Q)=kT\,C_Q$: the thermal charge noise of a capacitor of value $C_Q$.

## The same result level by level

Equation (6) did not use the absence of interactions. That assumption supplies the explicit form of both sides. For independent electrons $H=\sum_i\varepsilon_i n_i$, where $n_i$ is 0 or 1 and $i$ includes spin. The trace factorizes:

$$\Xi=\prod_i\left(1+e^{(\mu-\varepsilon_i)/kT}\right).\tag{7}$$

The occupations are thus statistically independent, each with mean

$$f_i=\frac{1}{e^{(\varepsilon_i-\mu)/kT}+1}.\tag{8}$$

Since $n_i^2=n_i$, the variance of one occupation is $f_i-f_i^2$, and variances of independent variables add:

$$\mathrm{Var}(N)=\sum_i f_i(1-f_i).\tag{9}$$

For the response, write $x=(\varepsilon_i-\mu)/kT$. Then $\partial x/\partial\mu=-1/kT$, and

$$kT\frac{\partial f_i}{\partial\mu}=\frac{e^{x}}{(e^{x}+1)^2}=\frac{1}{e^x+1}\cdot\frac{e^x}{e^x+1}=f_i(1-f_i).\tag{10}$$

Summing over $i$ reproduces (6). Completely filled and completely empty levels neither fluctuate nor respond. The contribution $f_i(1-f_i)$ of a level is largest at $\varepsilon_i=\mu$ and falls off exponentially once the level is more than a few $kT$ away.

A test case is a set of six coupled orbitals with $kT=0.4$ and $\mu=0.2$ in model units. Diagonalizing the many-electron Hamiltonian gives $\mathrm{Var}(N)/kT=1.041021$, and a finite difference of $\langle N\rangle$ gives the same number. With a repulsion between neighbouring orbitals, both sides become $1.202368$. The identity (6) survives, as its proof requires, although (9) no longer applies.

## A two-dimensional subband

Take a parabolic subband with bottom $E_1$, in-plane mass $m$ and spin degeneracy 2. The number of states per area between $k$ and $k+dk$ is

$$2\,\frac{2\pi k\,dk}{(2\pi)^2}=\frac{k\,dk}{\pi}=D\,d\varepsilon,\qquad D=\frac{m}{\pi\hbar^2},\tag{11}$$

because $d\varepsilon=\hbar^2k\,dk/m$. With $\eta=(\mu-E_1)/kT$ and $y=(\varepsilon-E_1)/kT$, the sheet density is

$$n=kT D\int_0^\infty\frac{dy}{e^{y-\eta}+1}
=kTD\left[-\ln\left(1+e^{\eta-y}\right)\right]_0^\infty=kTD\ln(1+e^\eta).\tag{12}$$

Its derivative with respect to $\mu$, using $\partial\eta/\partial\mu=1/kT$, gives for area $A$

$$\frac{C_Q}{A}=\frac{e^2D}{1+e^{-\eta}} .\tag{13}$$

The variance can be found separately from (9). By (10), $f(1-f)=-kT\,\partial f/\partial\varepsilon$, so

$$\frac{\mathrm{Var}(N)}{A}=D\int_{E_1}^{\infty}f(1-f)\,d\varepsilon=kTD\,f(E_1)=\frac{kTD}{1+e^{-\eta}},\tag{14}$$

in agreement with (1).

**Dilute limit.** For $\eta\ll-1$, both $\ln(1+e^\eta)$ and $1/(1+e^{-\eta})$ tend to $e^\eta$. Then $\mathrm{Var}(N)\to\langle N\rangle$, which is the Poisson value, and $C_Q/A\to e^2n/kT$. At 300 K and $\mu-E_1=-0.2$ eV, with the mass used below, an explicit sum over momenta gives $\mathrm{Var}(N)/\langle N\rangle=0.9998$.

**Degenerate limit.** For $\eta\gg1$, $C_Q/A\to e^2D$, while $\mathrm{Var}(N)/A\to kTD$. The variance vanishes as $T\to0$, but its ratio to $kT$ stays finite. Relative to the Poisson value, the variance is reduced to about $1/\eta$, since $n\to kTD\eta$.

**Discrete levels.** In a finite system, cooling eventually makes $kT$ smaller than the level spacing, and (13) no longer holds. Equation (9) does. A single state contributes $e^2f(1-f)/kT$ to $C_Q$. This equals $e^2/4kT$ when $\mu$ coincides with the level, and it tends to zero as $T\to0$ when $\mu$ lies anywhere else. The capacitance becomes a row of narrow peaks, each of area $\int C_Q\,d\mu=e^2$ per state.

## Worked example: a quantum-well transistor channel

Consider the channel of a III–V quantum-well n-type transistor, with rough typical parameters: $m=0.05\,m_e$, a well 10 nm thick, and a channel 50 nm long and 200 nm wide. Let $\mu-E_1=0.10$ eV and $T=300$ K.

Then $kT=0.02585$ eV, $\eta=0.10/0.02585=3.868$, and $D=2.089\times10^{13}\ \mathrm{eV^{-1}cm^{-2}}$. Equation (12) gives

$$n=0.02585\times2.089\times10^{13}\times\ln(1+e^{3.868})=2.10\times10^{12}\ \mathrm{cm^{-2}} .$$

The area is $10^{-10}\ \mathrm{cm^2}$, so $\langle N\rangle=210$. The occupation at the subband bottom is 0.9795, and (14) gives

$$\mathrm{Var}(N)=0.02585\times2.089\times10^{13}\times0.9795\times10^{-10}=52.9 .$$

The rms fluctuation is 7.3 electrons. From (1),

$$C_Q=\frac{e^2\times52.9}{0.02585\ \mathrm{eV}}=0.328\ \mathrm{fF},\qquad \frac{C_Q}{A}=3.28\ \mathrm{\mu F/cm^2}.$$

This is 2% below the degenerate value $e^2D=3.35\ \mathrm{\mu F/cm^2}$. The dilute formula $e^2n/kT$ would give $13.0\ \mathrm{\mu F/cm^2}$, four times too much, because the variance is 0.25 of the Poisson value.

At 77 K, with $\mu-E_1$ held at 0.10 eV, the variance falls to 13.9, while $C_Q/A$ is $3.35\ \mathrm{\mu F/cm^2}$. In the unbounded sheet, the noise thus nearly follows the temperature and the capacitance hardly changes. In a closed channel of this size, discrete standing waves can change the capacitance by several per cent on cooling, depending on $\mu$.

## Why the potential must be fixed

A nearby gate makes the potential respond to the number of electrons. Model this by a charging energy

$$H'=H+\tfrac12U(N-N_0)^2,\qquad U=\frac{e^2}{C_g},\tag{15}$$

where $C_g$ is the geometric gate capacitance and $N_0$ is the mean number without this term at the same $\mu$. The gate bias is chosen so that no linear term remains, and it is then held fixed, so that $N_0$ stays constant when $\mu$ is varied to find the response. The model assumes that added charge keeps its spatial shape.

Since $H'$ commutes with $N$, equation (6) still holds, but its derivative is now the total response, including the shift of the levels. The added energy depends on $N$ alone, so it reweights the distribution $P_0(N)$ of the uncoupled channel:

$$P(N)\propto P_0(N)\,e^{-U(N-N_0)^2/2kT}.\tag{16}$$

If $P_0$ is Gaussian with variance $\mathrm{Var}_0$, the exponents add:

$$-\frac{(N-N_0)^2}{2}\left[\frac{1}{\mathrm{Var}_0}+\frac{U}{kT}\right]
\quad\Rightarrow\quad\frac{1}{\mathrm{Var}}=\frac{1}{\mathrm{Var}_0}+\frac{U}{kT}.\tag{17}$$

Multiply by $kT/e^2$ and use $C_Q=e^2\mathrm{Var}_0/kT$:

$$\frac{kT}{e^2\mathrm{Var}}=\frac1{C_Q}+\frac1{C_g}
\quad\Rightarrow\quad \frac{e^2\mathrm{Var}}{kT}=\frac{C_gC_Q}{C_g+C_Q}.\tag{18}$$

The fluctuations of a gated channel therefore measure the series capacitance. To obtain $C_Q$ from them, $1/C_g$ must first be subtracted from $kT/(e^2\mathrm{Var})$. The Gaussian form of $P_0$ requires many thermally active electrons. Once the gate reduces the variance well below one, the integer steps of $N$ matter as well, and (17) fails.

For the example, take an insulator 4 nm thick with relative permittivity 10, and place the electrons at the middle of the well, 5 nm into a semiconductor of relative permittivity 13. The two layers are in series:

$$\frac{C_g}{A}=\frac{\varepsilon_0}{(4/10+5/13)\ \mathrm{nm}}=1.13\ \mathrm{\mu F/cm^2},\qquad U=1.42\ \mathrm{meV}.$$

A thin sheet at mid-well understates $C_g$. For charge spread across the well, the level shift is the potential averaged over the charge, and the distance that enters is the mean of $\min(z,z')$ over pairs of positions measured from the insulator. This is 4.0 nm for the hard-wall ground state and gives $1.26\ \mathrm{\mu F/cm^2}$. The electrons' own field, with no field on the far side, also bends the well by about 0.13 eV and draws the charge toward the gate, which raises the effective value to about $1.3\ \mathrm{\mu F/cm^2}$. The thin-sheet value is kept below to illustrate the series law.

To obtain $P_0(N)$ without assuming a Gaussian, close the channel by hard walls and combine the independent occupations of all its levels. At the same $\mu$ this gives $\langle N\rangle=182.6$ and $\mathrm{Var}_0=48.8$. Equation (17) then predicts

$$\frac1{\mathrm{Var}}=\frac1{48.8}+\frac{0.00142}{0.02585}=0.0754,\qquad \mathrm{Var}=13.3 .$$

The reweighted distribution (16) also gives 13.3. The rms fluctuation drops from 7.0 to 3.6 electrons. In capacitances, $C_Q=0.303$ fF and $C_g=0.113$ fF combine to 0.0822 fF, and $e^2\mathrm{Var}/kT$ from the full distribution is 0.0822 fF. Taking this number for $C_Q$ would underestimate $C_Q$ by a factor of 3.7.

## Why the whole system must be counted

A transistor channel is open to source and drain. The number $N_P$ inside a chosen region is then not conserved by $H$, and (4) cannot be sorted by it. Let $P$ be the projector on the one-electron states of the region, with matrix elements $P_{ij}$ between energy eigenstates, so that $N_P=\sum_{ij}P_{ij}c_i^\dagger c_j$.

For independent occupations, the correlated part of a product of two such terms is

$$\langle c_i^\dagger c_jc_k^\dagger c_l\rangle-\langle c_i^\dagger c_j\rangle\langle c_k^\dagger c_l\rangle=\delta_{il}\delta_{jk}f_i(1-f_j).\tag{19}$$

Indeed, if $i\ne j$, the second operator pair must undo the transfer made by the first. This requires $k=j$, $l=i$, with state $i$ filled and $j$ empty. If $i=j$ and $k\ne l$, both terms on the left vanish, because the second pair changes the occupations and the first cannot restore them. If $i=j$ and $k=l$, the expression is the covariance of two occupations, which vanishes unless they are the same one and then equals $f_i(1-f_i)$.

Let $f$ now denote the one-electron operator with eigenvalues $f_i$. Summing (19) with the factors $P_{ij}P_{kl}$ and using $P^2=P$,

$$\mathrm{Var}(N_P)=\mathrm{Tr}[fP(1-f)P]=\mathrm{Tr}[Pf]-\mathrm{Tr}[PfPf].\tag{20}$$

The response follows from (10) as an operator relation, $kT\,\partial f/\partial\mu=f-f^2$:

$$kT\frac{\partial\langle N_P\rangle}{\partial\mu}=\mathrm{Tr}[Pf]-\mathrm{Tr}[Pf^2].\tag{21}$$

Insert $1=P+(1-P)$ between the two factors of $f^2$ and subtract (21) from (20):

$$\mathrm{Var}(N_P)=kT\frac{\partial\langle N_P\rangle}{\partial\mu}+\mathrm{Tr}[Pf(1-P)f].\tag{22}$$

In a position basis the last term is $\sum_{a\,\mathrm{in},\,b\,\mathrm{out}}|f_{ab}|^2\ge0$. It measures quantum coherence across the boundary. In general it survives as $T\to0$, where the thermal term of an extended metal vanishes; $e^2\mathrm{Var}(N_P)/kT$ then diverges although the local capacitance is finite.

For three of the six orbitals in the noninteracting test case, the variance is 0.39097. The response term is 0.15287 and the boundary term 0.23810, which add up to it.

For the transistor, consider a strip 50 nm long from source to drain inside an unbounded uniform sheet, and take the share belonging to a width of 200 nm. Only the two boundaries facing source and drain then contribute. At 300 K the boundary term adds 8.6 to the variance of 52.9, or 16%. The capacitance $e^2\partial\langle N_P\rangle/\partial\mu$ is unchanged; it is the inference of capacitance from noise that is in error.

## Size of the other approximations

The changes below are relative to the parabolic sheet at the same $\mu-E_1$ and are evaluated one at a time. The exchange estimate is instead made at the same density, because exchange itself shifts $\mu$.

**Hard walls.** Closing the channel lowers $C_Q$ by 7.7%. Counting standing waves explains most of this. Per spin, the number of modes below $k$ is about $Ak^2/4\pi-(L+W)k/2\pi$, because modes with a zero index are absent. Differentiation gives a relative loss $(L+W)/(Ak)$ in the density of states. With $k\approx0.363\ \mathrm{nm^{-1}}$ near the Fermi energy, this is $250/(10^4\times0.363)=7\%$.

**Nonparabolicity.** Let $\epsilon=\varepsilon-E_1$ obey $\epsilon(1+\alpha\epsilon)=\hbar^2k^2/2m$. Differentiation changes the density of states to $D(1+2\alpha\epsilon)$. Integrating by parts,

$$\frac{\partial n_\alpha}{\partial\mu}=\int_0^\infty D(1+2\alpha\epsilon)\left(-\frac{\partial f}{\partial\epsilon}\right)d\epsilon=Df(E_1)+2\alpha n,\tag{23}$$

where $n$ is the parabolic density (12). For a rough $\alpha=1\ \mathrm{eV^{-1}}$, $C_Q$ rises by 21%.

**Exchange.** At $T=0$, bare exchange lowers the energy at the Fermi circle. With $\tilde e^2=e^2/4\pi\varepsilon_0\kappa$, $\kappa=13$, and polar coordinates centred on a point of that circle,

$$\mu_x=-\frac{\tilde e^2}{2\pi}\int_{-\pi/2}^{\pi/2}2k_F\cos\theta\,d\theta=-\frac{2\tilde e^2k_F}{\pi},\qquad \frac{d\mu_x}{dn}=-\frac{2\tilde e^2}{k_F},\tag{24}$$

since the interaction $2\pi\tilde e^2/q$ cancels the $q$ of the area element, and $k_F=\sqrt{2\pi n}$ gives $dk_F/dn=\pi/k_F$. The slope is $-0.61\ \mathrm{eV\,nm^2}$, against $1/D=4.79\ \mathrm{eV\,nm^2}$. The capacitance, proportional to the inverse of their sum, rises by 15%. This estimate is for a sheet of zero thickness and leaves out correlation, temperature and gate screening. Thickness matters: $k_F$ times the well width is 3.6, and averaging the interaction over the hard-wall ground state reduces the slope to about $-0.3\ \mathrm{eV\,nm^2}$ and the rise to about 6%. Going to 300 K and adding the gate change this by less than one percentage point. Correlation remains omitted.

**Other effects.** In a hard-wall well with a parabolic band, the second subband lies 0.226 eV above the first and adds 0.8%. A real well can differ greatly, because finite barriers and nonparabolicity bring the second subband closer. At a spacing of 0.14 eV, with the same in-plane mass, (13) would give an addition of 18%. At 360 K, $C_Q/A$ is $3.22\ \mathrm{\mu F/cm^2}$, a decrease of 2%, while the variance rises to 62. The channel charge produces an insulator field of 0.38 MV/cm, below the few MV/cm at which good gate insulators roughly break down. For an assumed barrier of 2 eV and a tunnelling mass of $0.2\,m_e$, escape to the gate broadens the level by the order of $10^{-13}$ eV, negligible beside $kT$.

## The model beside a real transistor

The mass, well thickness and density lie in the usual range for III–V quantum-well transistors, as far as rough values can say. Hard walls at source and drain are not typical; they serve to define a closed system. Of the effects estimated here, that of the gate is the largest: coupling to it cuts the variance of the closed channel by about 70%. Open contacts act in the other direction, by 16% in the uniform-sheet estimate without a gate. Nonparabolicity raises $C_Q$ itself by some 20%, exchange in a well of this thickness by about 6%, and a second subband in a well with finite barriers by up to a further 20% or so. These changes have the same sign and together bring $C_Q/A$ to roughly 4 to $5\ \mathrm{\mu F/cm^2}$, so the parabolic value of $3.3\ \mathrm{\mu F/cm^2}$ should be read as a low estimate. Under drain bias the channel has no single $\mu$, and equation (1) does not apply. The computed values are collected in the numerical output below.

## Values computed for the example and the checks

```
Fock model: kT, mu = 0.4, 0.2 (model units)
Fock free: Var/kT, dN/dmu = 1.041021, 1.041021
Fock interacting: Var/kT, dN/dmu = 1.202368, 1.202368
Fock half: Var = 0.390973
Fock half: kT dN/dmu, extra = 0.152870, 0.238104
Effective mass = 0.05 m_e; well = 10.0 nm
Channel length, width = 50.0, 200.0 nm
mu - E1 = 0.100 eV; T = 300 K
kT = 0.02585 eV; eta = 3.8682
Density of states = 2.0887e+13 1/(eV cm2)
Occupation at subband bottom = 0.97953
Sheet density = 2.0998e+12 1/cm2
Mean electron number = 209.98
Var(N) = 52.891; rms = 7.273 electrons
Var(N)/N = 0.2519
C_Q per area = 3.2779 uF/cm2
C_Q of channel = 0.3278 fF
Degenerate limit e2 D = 3.3464 uF/cm2
Dilute formula e2 n/kT = 13.014 uF/cm2
Dilute test, mu-E1=-0.2 eV: Var/N = 0.999782
At 77 K: Var(N) = 13.859; C_Q = 3.3464 uF/cm2
Hard walls: N = 182.61; Var(N) = 48.828
Hard walls: Var/kT = 1888.757 1/eV
Hard walls: dN/dmu = 1888.757 1/eV
Hard walls: change of C_Q = -7.68 %
Insulator: 4.0 nm, permittivity 10.0; well 13.0
Gate capacitance = 1.1285 uF/cm2
Charging energy U = 1.4198 meV
Hard walls + gate: Var(N) = 13.263
Hard walls: rms without gate = 6.988 electrons
Hard walls: rms with gate = 3.642 electrons
Hard walls: C_Q = 0.3026 fF; C_g = 0.1128 fF
e2 Var/kT with gate = 0.08220 fF
Series capacitance = 0.08220 fF
Open ends: extra variance = 8.590
Open ends: total variance = 61.481
Open ends: extra/Var(N) = 16.24 %
Nonparabolicity 1.0 1/eV: C_Q change = 20.53 %
Fermi wavenumber at T=0 = 0.3632 1/nm
Exchange dmu/dn = -0.6099 eV nm2; 1/D = 4.7878 eV nm2
Bare exchange, T=0: C_Q change = 14.60 %
Second subband: spacing = 0.2256 eV
Second subband: C_Q change = 0.786 %
At 360 K: C_Q = 3.2183 uF/cm2; Var(N) = 62.314
Insulator field = 0.380 MV/cm
Gate barrier = 2.0 eV; insulator mass = 0.2 m_e
Gate tunnelling width = 1.3e-13 eV (order only)
```
